\section*{Why an infinitely thin double-gated channel keeps a finite scale length}

\section{A body thinned three hundredfold}

Take a semiconductor film between two gates, separated from each gate by 3 nm of insulator. Let the relative permittivity be 12 in the film and 20 in the insulators. When the film is thinned from 3 nm to 0.01 nm with everything else held fixed, the square-root formula for the scale length falls from 5.162 nm to 0.298 nm, a factor of $\sqrt{300}\approx17$. The scale length obtained from Laplace's equation falls only from 7.944 nm to 6.006 nm. It is settling at 6 nm, twice the thickness of one insulator, although hardly any film is left.

The scale length $\lambda$ measures how far the source and drain reach into the channel. Here it is defined by the decay law
\begin{equation}
\phi\propto e^{-\pi x/\lambda}.
\label{convention}
\end{equation}
The distance over which the disturbance falls by a factor $e$ is therefore $\lambda/\pi$. The convention matters: the statement ``twice the insulator thickness'' refers to $\lambda$, and the corresponding $1/e$ length is $2t_i/\pi$, or 1.91 nm here.

\section{The belief and its appeal}

The belief is that a sufficiently thin body removes short-channel effects, because the scale length vanishes with the body thickness. It rests on a short argument. Let the body have thickness $t_s$ and permittivity $\varepsilon_s$, and each insulator thickness $t_i$ and permittivity $\varepsilon_i$. Let $\phi(x)$ be the body potential relative to its value far from source and drain, taken as uniform across the body. Treat each insulator as a plate capacitor, so that the normal derivative of the potential in it is $-\phi/t_i$ going outwards.

Without extra charge, the outward flux of $\varepsilon\nabla\phi$ from a slice of body of length $dx$ is zero. The two cut faces contribute $\varepsilon_st_s\phi''dx$ and the two insulator faces contribute $-2\varepsilon_i(\phi/t_i)dx$. Hence
\begin{equation}
\phi''=\frac{2\varepsilon_i}{\varepsilon_st_st_i}\,\phi,
\qquad
\lambda_{\rm sq}=\pi\sqrt{\frac{\varepsilon_st_st_i}{2\varepsilon_i}} .
\label{sqrt}
\end{equation}
For the 3 nm film this is $\pi\sqrt{12\cdot3\cdot3/40}$ nm $=5.162$ nm.

The argument is attractive because one of its two approximations, a uniform potential across the body, does improve as the body thins. The other does not. An insulator acts as a plate capacitor only if the potential varies slowly along $x$ over a distance $t_i$. Equation (\ref{sqrt}) predicts ever faster variation as $t_s$ falls, and so contradicts its own premise. At $t_s=3$ nm its $1/e$ length, $5.162/\pi=1.64$ nm, is already shorter than the 3 nm insulator.

\section{The equation without the capacitor approximation}

In atomic units the potential obeys $\nabla\cdot(\varepsilon\nabla\phi)=-4\pi\rho$, with $\varepsilon$ the relative permittivity. Below threshold the mobile charge is neglected. Fixed charge that is uniform along the channel produces a potential independent of $x$, which is subtracted. The remainder $\phi(x,y)$ obeys
\begin{equation}
\nabla\cdot(\varepsilon\nabla\phi)=0,
\qquad \phi=0\ \text{at both gates}.
\label{laplace}
\end{equation}
The gates are ideal conductors covering the whole channel, and nothing varies along its width.

Put $y=0$ at the middle of the body and try $\phi=X(x)Y(y)$. Since $\varepsilon$ depends on $y$ alone, division by $\varepsilon XY$ gives
\begin{equation}
\frac{X''}{X}=-\frac{(\varepsilon Y')'}{\varepsilon Y}=k^2 .
\end{equation}
One side depends on $x$ and the other on $y$, so both equal a constant, which is the same in all layers. To find its sign, multiply $(\varepsilon Y')'=-k^2\varepsilon Y$ by $Y$ and integrate from gate to gate. The boundary terms vanish because $Y=0$ there, and
\begin{equation}
k^2=\frac{\int\varepsilon Y'^2\,dy}{\int\varepsilon Y^2\,dy}>0 .
\label{rayleigh}
\end{equation}
Thus $X$ is a combination of $e^{kx}$ and $e^{-kx}$, and $\lambda=\pi/k$.

The slowest decay belongs to the smallest $k$, that is, to the function minimizing the quotient (\ref{rayleigh}). Replacing $Y$ by $|Y|$ leaves the quotient unchanged, so a minimizer can be chosen non-negative. It cannot touch zero between the gates: there both $Y$ and $Y'$ would vanish, and the differential equation would make $Y$ zero everywhere. The condition $Y=0$ at one gate fixes the solution up to a factor, so the mode is unique and must be even or odd. An odd function vanishes at $y=0$; the slowest mode is therefore even and positive.

For $y\ge0$ it has the form
\begin{equation}
Y=\begin{cases}
\cos ky, & y<t_s/2,\\
B\sin[k(t_s/2+t_i-y)], & y>t_s/2 .
\end{cases}
\end{equation}
Write $a=kt_i$ and $b=kt_s/2$. At the interface $Y$ and $\varepsilon Y'$ are continuous:
\begin{align}
\cos b&=B\sin a,\label{cont}\\
-\varepsilon_sk\sin b&=-\varepsilon_ikB\cos a .\label{disp}
\end{align}
Both minus signs express the fall of the potential towards the gate. Dividing (\ref{disp}) by (\ref{cont}) gives $\varepsilon_s\tan b=\varepsilon_i\cot a$, or
\begin{equation}
\tan\!\left(\frac{\pi t_i}{\lambda}\right)
\tan\!\left(\frac{\pi t_s}{2\lambda}\right)
=\frac{\varepsilon_i}{\varepsilon_s}.
\label{tangent}
\end{equation}

Positivity of $Y$ selects the root. In the body it requires $b<\pi/2$, and in the insulator $a<\pi$. Then $\tan b>0$, so $\cot a>0$, which narrows the second condition to $a<\pi/2$. In terms of $\lambda$,
\begin{equation}
\lambda>2t_i,\qquad \lambda>t_s .
\label{bounds}
\end{equation}
Within this range both tangents rise with $k$, and their product runs from zero to infinity, so there is one root. The first inequality already refutes the belief: it holds for every positive body thickness.

For the 3 nm film, $k=\pi/7.944=0.3955$ nm$^{-1}$, so $a=1.186$ and $b=0.593$. The tangents are 2.472 and 0.674, and their product is 1.67, equal to $20/12$ as required.

\section{The thin-body limit}

Set $a=\pi/2-\delta$. Since $\tan a=\cot\delta$, equation (\ref{tangent}) becomes
\begin{equation}
\tan\delta=r\tan b,\qquad r=\frac{\varepsilon_s}{\varepsilon_i}.
\label{delta}
\end{equation}
The bound $k<\pi/(2t_i)$ keeps $k$ finite, so $b=kt_s/2$ goes to zero with $t_s$. At fixed $r$, $\delta$ then goes to zero as well. Therefore $kt_i\to\pi/2$ and $\lambda\to2t_i$.

To see how the limit is approached, expand both tangents to third order:
\begin{equation}
\delta=rb+\frac{r-r^3}{3}\,b^3+\cdots .
\end{equation}
Insert this in $\pi t_i/\lambda=\pi/2-\delta$, with $b=\pi t_s/(2\lambda)$, and multiply by $2\lambda/\pi$:
\begin{equation}
\lambda=2t_i+r\,t_s+\frac{\pi^2r(1-r^2)}{12}\,
\frac{t_s^3}{\lambda^2}+\cdots .
\label{expansion}
\end{equation}
There is no term of order $t_s^2$, and for $r=0.6$ the factor $r(1-r^2)$ in the cubic term is small, so the straight line works well here. It is much poorer for $r=3$, silicon in silicon oxide: with $t_i=3$ nm it overestimates $\lambda$ by 2.5\% at $t_s=1$ nm and by 15\% at 3 nm. In the example, at $t_s=1$ nm the line gives 6.600 nm and the tangent equation 6.607 nm; at 3 nm the values are 7.800 and 7.944 nm. The cubic term is positive for $r<1$, as here, and so accounts for the sign of the difference. For $r=1$ it vanishes, and $\lambda=2t_i+t_s$ is simply the full distance between the gates.

The limit has the same meaning. With the film gone, the gates still face each other across a gap $2t_i$ filled with insulator. The slowest disturbance in that gap is $\cos[\pi y/(2t_i)]\,e^{-\pi x/(2t_i)}$. A vanishing film cannot make it decay faster. The uniform gap also has modes with scale lengths $2t_i/n$, where $n=1,2,3,\ldots$. The layered problem solved numerically at $t_s=0.001$ nm gives 6.001, 3.001 and 2.000 nm for the first three.

A two-dimensional numerical solution of (\ref{laplace}), which does not assume a product form, was used to test the decay directly. Its centre-line potential gives $\lambda=7.941$ nm for the 3 nm film and 6.026 nm for a film of 0.05 nm. The first differs from the root of (\ref{tangent}) by 0.04\% of that root; for the second, the straight line gives 6.030 nm. The differences of 0.003 and 0.004 nm are mesh error; on refining the mesh the two values tend to 7.944 and 6.030 nm.

\section{Where the square root loses the field}

The main missing quantity, and for a thin body the decisive one, is the lateral field inside the insulators. At a given $x$ the lateral flux is proportional to $\int\varepsilon Y\,dy$. Over half the structure, the body contributes $\varepsilon_s\sin b/k$ and the insulator $\varepsilon_iB(1-\cos a)/k$. With $B=\cos b/\sin a$ and $(1-\cos a)/\sin a=\tan(a/2)$, their ratio is
\begin{equation}
\frac{\text{insulator flux}}{\text{body flux}}
=\frac{\varepsilon_i\tan(a/2)}{\varepsilon_s\tan b}
=\tan a\,\tan\frac a2 ,
\label{flux}
\end{equation}
where the last step uses $\varepsilon_s\tan b=\varepsilon_i\cot a$. For the 3 nm film the ratio is $2.472\times0.674=1.67$: the insulators carry more lateral flux than the body. As $t_s\to0$, $a\to\pi/2$ and the ratio diverges. The square-root argument neglects what has become nearly all of the flux.

This can be checked by removing the lateral permittivity of the insulators while keeping their normal permittivity. Then $Y''=0$ in the insulator, the potential there is linear, and the interface condition becomes
\begin{equation}
\varepsilon_sk\tan b=\frac{\varepsilon_i}{t_i}.
\end{equation}
For small $b$, $\tan b\approx kt_s/2$, and the result is $k^2=2\varepsilon_i/(\varepsilon_st_st_i)$, the square-root formula. At $t_s=0.01$ nm the numerical solution of this altered problem gives 0.2982 nm, against 0.2980 nm from (\ref{sqrt}). That single alteration turns 6.006 nm into the false near-zero. At $t_s=3$ nm both approximations matter: removing the lateral field in the insulators alone gives 5.86 nm, forcing a uniform potential across the body alone gives 7.73 nm, and the two together give 5.16 nm.

The formula does have a domain of validity. If both $a$ and $b$ are small, (\ref{tangent}) reduces to $ab=\varepsilon_i/\varepsilon_s$, which is (\ref{sqrt}). Substituting that result back gives
\begin{equation}
a^2=\frac{2\varepsilon_it_i}{\varepsilon_st_s}\ll1,
\qquad
b^2=\frac{\varepsilon_it_s}{2\varepsilon_st_i}\ll1 .
\label{window}
\end{equation}
Both conditions can hold only if $\varepsilon_s\gg\varepsilon_i$. Even then, thinning the body at fixed $t_i$ eventually violates the first. In the example the estimate is $a^2=40/12=3.3$, so the formula is outside its domain from the start.

The opposite limit, $t_i\to0$ at fixed $t_s$, exposes a second false zero. Now $b$ approaches $\pi/2$. Writing $b=\pi/2-\eta$ gives $\tan\eta=r\tan a$, hence $\eta\approx ra$ and
\begin{equation}
\lambda\approx t_s+2r\,t_i .
\end{equation}
The scale length tends to the body thickness, while (\ref{sqrt}) again tends to zero. This time the faulty premise is the uniform potential across the body.

\section{A sheet that remains polarizable}

The limit $2t_i$ assumes that $\varepsilon_s$ stays finite as the body thins. A different limit holds the product $\varepsilon_st_s$ fixed, as for a sheet with a given in-plane polarizability. Define $s=\varepsilon_st_s/\varepsilon_i$. With $\tan b\approx kt_s/2$, equation (\ref{tangent}) becomes
\begin{equation}
\frac{\pi s}{2\lambda}\tan\!\left(\frac{\pi t_i}{\lambda}\right)=1 .
\label{sheet}
\end{equation}
The sheet continues to carry lateral flux, and for $s>0$ the root lies above $2t_i$. With $s=12\cdot3/20=1.80$ nm, the value of the 3 nm film, (\ref{sheet}) gives 7.726 nm. Letting $s\to0$ restores $2t_i$. Neither way of reaching zero thickness gives zero scale length.

\section{What the error does to the barrier}

Let the gate length be $L=18$ nm. Measured from the gate-controlled level in the channel, let the source potential be 0.40 V and the drain potential 0.40 V at zero drain bias, rising to 1.00 V at a bias of 0.60 V. At each end the potential is taken as uniform across the body and falling linearly to zero through the insulators. Call this profile, per unit potential, $g(y)$.

Different modes are orthogonal with weight $\varepsilon$. To see this, multiply the equation for $Y_m$ by $Y_n$, subtract the same with $m$ and $n$ exchanged, and integrate; the result is $(k_m^2-k_n^2)\int\varepsilon Y_mY_n\,dy=0$. The amplitude of the slowest mode in $g$ is therefore
\begin{equation}
A=\frac{\int\varepsilon gY\,dy}{\int\varepsilon Y^2\,dy}=1.071
\end{equation}
for the normalization $Y(0)=1$. Let $u$ and $v$ be $A$ times the source and drain potentials. The faster modes have largely died out near the barrier top, so only the slowest is kept. On the centre line it gives
\begin{equation}
\phi=\frac{u\sinh k(L-x)+v\sinh kx}{\sinh kL}
=Pe^{kx}+Qe^{-kx},
\end{equation}
with
\begin{equation}
P=\frac{v-ue^{-kL}}{2\sinh kL},\qquad
Q=\frac{ue^{kL}-v}{2\sinh kL}.
\end{equation}
Setting the derivative to zero gives $Pe^{kx}=Qe^{-kx}$, so an interior minimum has the value $2\sqrt{PQ}$:
\begin{equation}
\phi_{\min}=\frac{\sqrt{2uv\cosh kL-u^2-v^2}}{\sinh kL}
\approx2\sqrt{uv}\,e^{-kL/2}.
\end{equation}
The approximation holds for $e^{kL}\gg1$ and comparable $u$ and $v$. An electron has energy $-\phi$ in units of the electron charge, so the potential minimum is the top of its barrier, and raising the minimum lowers the barrier.

Here $kL=7.12$ and $e^{-kL/2}=0.0285$. The drain bias lowers the barrier by
\begin{equation}
2(1.071)(0.0285)\left[\sqrt{0.40\cdot1.00}-0.40\right]
\ \text{eV}\approx14\ \text{meV}.
\end{equation}
The two-dimensional solution with the same end profile also gives 14 meV; an end potential taken as uniform all the way to the gates would give 18 meV. The one-dimensional equation (\ref{sqrt}), with amplitude 1 and $\lambda_{\rm sq}=5.162$ nm, gives 1.9 meV, too small by a factor of seven. At 300 K the thermal flow of electrons from the source over the barrier rises by a factor 1.73 rather than the predicted 1.08.

The choice of insulator is affected too. Replace each 3 nm layer by 0.585 nm of a material with permittivity 3.9, keeping $t_i/\varepsilon_i$, $t_s$ and $\varepsilon_s$ fixed. Equation (\ref{sqrt}) sees no change, but the tangent equation gives 5.938 nm instead of 7.944 nm. Capacitance alone does not fix the scale length; the physical thickness enters separately. This is an electrostatic comparison, not a proposal to use so thin an insulator.

\section{Beside a real transistor}

The numbers are rough values for a silicon channel with hafnium-oxide insulators. A 3 nm body is thin, and 3 nm of hafnium oxide is on the thick side for advanced logic. A thin silicon-oxide layer usually lies between the two; adding 0.5 nm of it on each side, with the other layers unchanged, raises $\lambda$ to 8.9 nm. Without those layers, lowering the body permittivity to 10 reduces $\lambda$ from 7.9 to 7.7 nm. The barrier lowering also depends strongly on the assumption of ideally conducting source and drain. At a rough doping of $2\times10^{20}$ cm$^{-3}$, assigning the whole potential drop at each end to depletion lengthens the channel by 1.6 nm at the source and by 1.6 nm at the drain, the latter growing to 2.6 nm under bias, and cuts the lowering from 14 to 4 meV. This deliberately large correction leaves $\lambda$ itself unchanged.

Quantum effects do not appear in (\ref{laplace}) while mobile charge is negligible and the permittivities are given, but they alter the current. For a (100) film with hard walls and a confinement mass of $0.92m_e$, confinement raises the electron energy by about 45 meV, uniformly if the body is uniform, but a region 0.3 nm thinner lies another 11 meV higher, comparable with the drain effect. For a (110) film, with mass $0.315m_e$, the values are about 130 and 30 meV. Averaging the slowest mode over the confined ground state reduces its centre value by 2\%. With the transport mass $0.19m_e$ of the (100) film, the one-dimensional transmission through this barrier gives a tunnelling current of about 0.31 of the classical thermal current, while reflection above the top removes about 0.17 of it; the net current is about 15\% above the classical value. A heavier transport mass of $0.555m_e$ reduces this to about 5\%. The factor 1.73 describes the classical thermal current and not the total leakage. At 358 K that factor is 1.58.

Neglecting mobile charge is safe around the barrier top in this off state: the top lies about $14k_BT$ above the source band edge. With the Fermi level at that edge the estimated screening term is $4\times10^{-6}$ of $k^2$. At a doping of $2\times10^{20}$ cm$^{-3}$ the source is degenerate, the Fermi level lies roughly 0.11 eV (bulk density of states) to 0.19 eV (confined film) above the edge, and the term rises to between $3\times10^{-4}$ and $8\times10^{-3}$ of $k^2$, still small. The top is then only about 10 to $7k_BT$ above the Fermi level, and the ballistic thermal current is roughly 20 to 500 nA/$\mu$m, so at the upper end the device is below threshold but not deeply off. Close to the source and drain the density is far higher and the neglect is only an approximation; it affects the amplitude of the slowest mode, not its decay rate further in. In the on state the neglect fails. The field between gate and drain, $1.00$ V across 3 nm, is 3.3 MV/cm, below a rough breakdown value of 5 MV/cm but not far below it. With a 0.5 nm silicon-oxide layer in series the field in that layer would be about 9 MV/cm. In the silicon the lateral field near the drain is about 3 MV/cm, and the band edge drops by 0.96 eV from barrier top to drain, close to the band gap; band-to-band tunnelling is not included in the model.

For a design with fixed insulators and gate length, thinning the body still helps: in the thin-body limit each nanometre removed shortens $\lambda$ by $\varepsilon_s/\varepsilon_i$ nm. (For thicker bodies the slope differs: here it is 0.72 instead of 0.6 at $t_s=3$ nm, and for $r=3$, $t_i=1$ nm it is 1.3 instead of 3.) Little is left to gain in $\lambda$, however, once $(\varepsilon_s/\varepsilon_i)t_s\ll2t_i$; the relative gain in the barrier lowering is larger by a factor of about $\pi L/(2\lambda)$. Going from 1 nm to 0.3 nm here shortens $\lambda$ by 6\%, where the square root promises 45\%. The barrier lowering falls by about 30\%, from 5.8 to 4.0 meV: its exponential dependence on $L/\lambda$ gives 26\%, and the fall of $A$ from 0.90 to 0.84 for the assumed end profile gives the rest; but at 0.05 nm it is still 3.5 meV. (A silicon body of 0.3 nm with bulk permittivity is a model case, not a device.) Below that point, in this planar two-gate geometry, uniform along its width and with a single uniform and isotropic insulator on each side, a substantially shorter scale length requires a physically thinner insulator. The bound $\lambda>2t_i$ does not carry over to layered or anisotropic insulators, nor to a body of finite width gated on all sides. At $t_s=0.3$ nm, replacing the 1 nm next to the body by material of permittivity 3.9, at the same total thickness of 3 nm, gives 4.8 nm instead of 6.2 nm, at the cost of gate capacitance. In an anisotropic insulator the thin-body limit is $2t_i$ times the square root of the ratio of lateral to normal permittivity. A body 0.3 nm thick and 10 nm wide, wrapped in 3 nm of the same insulator and gated all round, gives 5.8 nm for a rectangular gate (5.7 nm with rounded corners), and a thin round wire tends to $\pi t_i/2.405=3.9$ nm; these values too are set by the size of the region enclosed by the gate and are not zero.

\section*{Calculated quantities}
\begin{verbatim}
body, insulator thickness: 3.0, 3.0 nm
body, insulator permittivity: 12.0, 20.0 (relative)
gate length: 18.0 nm
source level, drain bias: 0.40, 0.60 V
t_s | exact | square root | 2t_i+(es/ei)t_s, all nm
10.00 | 13.979 | 9.425 | 12.000
5.00 | 9.494 | 6.664 | 9.000
3.00 | 7.944 | 5.162 | 7.800
1.00 | 6.607 | 2.980 | 6.600
0.30 | 6.180 | 1.632 | 6.180
0.10 | 6.060 | 0.942 | 6.060
0.01 | 6.006 | 0.298 | 6.006
example lambda: 7.944 nm = 79.44 angstrom
limit 2t_i: 6.000 nm = 60.00 angstrom
1/e decay length, example: 2.529 nm
1/e decay length, thin limit: 1.910 nm
2D-solution lambda, t_s=3 nm: 7.941 nm
2D-solution lambda, t_s=0.05 nm: 6.026 nm
numerical modes, t_s=0.001 nm: 6.001, 3.001, 2.000 nm
no lateral insulator field, t_s=0.01 nm: 0.2982 nm
square root at t_s=0.01 nm: 0.2980 nm
fixed sheet es*ts/ei=1.80 nm: lambda 7.726 nm
equal-capacitance insulator: 0.585 nm, eps 3.9
its exact lambda: 5.938 nm
its square-root lambda: 5.162 nm
lowest-mode centre amplitude: 1.0711 (per unit drain potential)
small-bias barrier response: 30.45 mV/V
barrier lowering, 2D solution: 14.14 meV
barrier lowering, lowest mode: 14.15 meV
barrier lowering, square root: 1.94 meV
leakage factor at 300 K, 2D: 1.73
leakage factor at 300 K, square root: 1.08
leakage factor at 358 K, 2D: 1.58
lambda with added 0.5 nm oxide layers: 8.922 nm
lambda with body permittivity 10: 7.656 nm
source/drain doping (rough): 2.0e+20 cm^-3
source, drain depletion bound: 1.63, 2.58 nm
lowering with that added length: 6.17 meV
masses normal, transport (rough): 0.92, 0.19 m_e
confinement energy: 45.4 meV
its rise for a 0.3 nm thinner body: 10.7 meV
mode averaged over ground state / centre: 0.9772
barrier top above source edge: 0.362 eV = 14.0 kT
source-drain tunnel / thermal current (WKB): 0.456
mobile sheet density at barrier: 3.47e+06 cm^-2
mobile screening / k^2: 4.3e-06
gate-drain edge field: 3.33 MV/cm (breakdown rough 5)
on-state density (rough): 1e+13 cm^-2
insulator barrier, mass (rough): 1.5 eV, 0.2 m_e
on-state gate leakage (WKB, rough): 7.5e+00 A/cm^2
\end{verbatim}
